# Why bulk silicon needs two electron masses, 0.26 and 1.08: a program that tests the result

```python
"""
Result under test: six equal ellipsoidal valleys of silicon have
    density-of-states mass  m_d = 6^(2/3) (m_l m_t^2)^(1/3)
    conductivity mass       m_c = 3 / (1/m_l + 2/m_t)
and m_d/m_c >= 6^(2/3), so one mass cannot serve both purposes.
m_l, m_t: longitudinal and transverse masses in free-electron masses.
Algebra and k-space integrals use atomic units (hbar = m_e = e = 1).
The integrals use the definition of density and the linear Boltzmann
conductivity; velocities come from finite differences of the band energy.
alpha: nonparabolicity in E(1 + alpha E) = gamma(k).
tau(E) = tau0 (E/kT)^power is shared by all valleys.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gamma, gammaincc

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_CM = BOHR_M * 100.0
TEMPERATURE = 300.0
KT_EV = const.k * TEMPERATURE / const.e
KT = KT_EV / HARTREE_EV


def density_mass(ml, mt, valley_number=6.0):
    return valley_number ** (2 / 3) * (ml * mt**2) ** (1 / 3)


def conductivity_mass(ml, mt):
    return 3.0 / (1.0 / ml + 2.0 / mt)


def band_energy(k, masses, alpha):
    kinetic = sum(k[i] ** 2 / (2.0 * masses[i]) for i in range(3))
    return 2.0 * kinetic / (1.0 + np.sqrt(1.0 + 4.0 * alpha * kinetic))


def transport(ml, mt, mu=None, edges=(0.0, 0.0, 0.0), alpha=0.0,
              power=0.0, thermal=KT, points=56):
    """Density and conductivity tensor divided by tau0, from k-space sums."""
    if mu is None:
        mu = -40.0 * thermal
    density = 0.0
    tensor = np.zeros((3, 3))
    for axis in range(3):
        masses = np.full(3, mt)
        masses[axis] = ml
        kmax = np.sqrt(2.0 * masses * 32.0 * thermal)
        unit_line = 2.0 * (np.arange(points) + 0.5) / points - 1.0
        k = np.meshgrid(*(unit_line * km for km in kmax), indexing="ij")
        energy = band_energy(k, masses, alpha)
        velocity = []
        for i in range(3):
            step = 1e-3 * kmax[i]
            forward, backward = list(k), list(k)
            forward[i] = k[i] + step
            backward[i] = k[i] - step
            velocity.append((band_energy(forward, masses, alpha)
                             - band_energy(backward, masses, alpha))
                            / (2.0 * step))
        occupation = expit((mu - edges[axis] - energy) / thermal)
        # two opposite valleys on this axis, two spin states
        measure = 4.0 * np.prod(2.0 * kmax / points) / (2.0 * np.pi) ** 3
        density += measure * occupation.sum()
        weight = occupation * (1.0 - occupation) / thermal
        weight = weight * (energy / thermal) ** power
        for i in range(3):
            for j in range(3):
                tensor[i, j] += measure * np.sum(
                    weight * velocity[i] * velocity[j])
    return density, tensor


def mass_from_density(density, thermal=KT):
    """Spherical one-valley mass giving this density at mu = -40 kT."""
    effective_density = density * np.exp(40.0)
    return 2.0 * np.pi / thermal * (effective_density / 2.0) ** (2 / 3)


def close(a, b, tolerance):
    return np.allclose(a, b, rtol=tolerance, atol=tolerance)


ML, MT = 0.98, 0.19
md = density_mass(ML, MT)
mc = conductivity_mass(ML, MT)

# Count Bloch states of a finite periodic crystal in six displaced valleys.
box_nm = 330.0
dk = 2.0 * np.pi / (box_nm * 1e-9 / BOHR_M)
lattice_angstrom = 5.43
zone_x = 2.0 * np.pi / (lattice_angstrom * 1e-10 / BOHR_M)
count_energy_ev = 0.1
count_energy = count_energy_ev / HARTREE_EV
half_width = 1.05 * np.sqrt(2.0 * max(ML, MT) * count_energy)
k_points = 0
for axis in range(3):
    for sign in (-1, 1):
        centre = np.zeros(3)
        centre[axis] = sign * 0.85 * zone_x
        masses = np.full(3, MT)
        masses[axis] = ML
        terms = []
        for i in range(3):
            first = int(np.floor((centre[i] - half_width) / dk))
            last = int(np.ceil((centre[i] + half_width) / dk))
            line = np.arange(first, last + 1) * dk
            terms.append((line - centre[i]) ** 2 / (2.0 * masses[i]))
        total = (terms[0][:, None, None] + terms[1][None, :, None]
                 + terms[2][None, None, :])
        k_points += int(np.count_nonzero(total <= count_energy))
counted_density = 2.0 * k_points * dk**3 / (2.0 * np.pi) ** 3
md_counted = ((3.0 * np.pi**2 * counted_density) ** (2 / 3)
              / (2.0 * count_energy))
assert close(md_counted, md, 2e-3)

# Thermal density and Boltzmann conductivity from three-dimensional sums.
density, tensor = transport(ML, MT)
inverse_mass = tensor / density
md_integrated = mass_from_density(density)
mc_integrated = 3.0 / np.trace(inverse_mass)
assert close(md_integrated, md, 1e-6)
assert close(inverse_mass, np.eye(3) / mc, 1e-6)

# Degeneracy does not alter m_c at constant tau.
deg_density, deg_tensor = transport(ML, MT, mu=2.0 * KT)
assert close(deg_tensor / deg_density, np.eye(3) / mc, 1e-5)

# A shared energy-dependent tau changes its average, not m_c.
power_density, power_tensor = transport(ML, MT, power=-0.5)
tau_factor = gamma(2.0) / gamma(2.5)
assert close(power_tensor / power_density, np.eye(3) * tau_factor / mc, 1e-3)

# One valley pair: current tilts from a [111] field; six valleys cancel it.
far = 200.0 * KT
pair_density, pair_tensor = transport(ML, MT, edges=(0.0, far, far))
pair_inverse = pair_tensor / pair_density
assert close(pair_inverse, np.diag([1 / ML, 1 / MT, 1 / MT]), 1e-6)
field_direction = np.ones(3) / np.sqrt(3.0)


def tilt_degrees(matrix):
    current = matrix @ field_direction
    sideways = np.linalg.norm(np.cross(current, field_direction))
    return np.degrees(np.arctan2(sideways, current @ field_direction))


pair_tilt = tilt_degrees(pair_inverse)
total_tilt = tilt_degrees(inverse_mass)
assert pair_tilt > 10.0 and total_tilt < 1e-4
longitudinal_share = pair_inverse[0, 0] / np.trace(pair_inverse)

# The lower bound on m_d/m_c, including equality for spherical valleys.
bound = 6.0 ** (2 / 3)
for anisotropy in (0.2, 1.0, 5.0):
    d, t = transport(0.2 * anisotropy, 0.2)
    ratio = mass_from_density(d) * np.trace(t / d) / 3.0
    if anisotropy == 1.0:
        assert close(ratio, bound, 1e-6)
    else:
        assert ratio > bound * 1.01

# Strain lowers the two z valleys relative to the other four.
splitting_ev = 0.1
boltzmann = np.exp(-splitting_ev / KT_EV)
valley_factor = 2.0 + 4.0 * boltzmann
lower_share = 2.0 / valley_factor
mass_in_plane = 1.0 / (lower_share / MT
                       + (1.0 - lower_share) * (1 / ML + 1 / MT) / 2.0)
mass_out = 1.0 / (lower_share / ML + (1.0 - lower_share) / MT)
md_strained = density_mass(ML, MT, valley_factor)
shift = splitting_ev / HARTREE_EV
strain_density, strain_tensor = transport(ML, MT, edges=(shift, shift, 0.0))
assert close(strain_tensor / strain_density,
             np.diag([1 / mass_in_plane, 1 / mass_in_plane, 1 / mass_out]),
             1e-6)
assert close(mass_from_density(strain_density), md_strained, 1e-6)

# Nonparabolicity: test the first-order thermal changes at small alpha.
small_alpha = 0.01 * HARTREE_EV
small = small_alpha * KT
np_density, np_tensor = transport(ML, MT, alpha=small_alpha)
density_slope = (np_density / density - 1.0) / small
inverse_slope = (np.trace(np_tensor / np_density)
                 / np.trace(inverse_mass) - 1.0) / small
assert abs(density_slope - 15.0 / 4.0) < 0.02
assert abs(inverse_slope + 5.0) < 0.03

# Alternative low-temperature-like longitudinal mass and thermal averages.
ML_COLD = 0.92
alpha_per_ev = 0.5
md_cold = density_mass(ML_COLD, MT)
mc_cold = conductivity_mass(ML_COLD, MT)
thermal_masses = {}
for temperature in (300.0, 400.0):
    thermal = const.k * temperature / const.e / HARTREE_EV
    d, t = transport(ML_COLD, MT, alpha=alpha_per_ev * HARTREE_EV,
                     thermal=thermal)
    thermal_masses[temperature] = (mass_from_density(d, thermal),
                                   3.0 / np.trace(t / d))
assert thermal_masses[300.0][0] > md_cold
assert thermal_masses[400.0][0] > thermal_masses[300.0][0]

# Lightly doped silicon and the consequences of exchanging the masses.
electron_density = 1e15
tau_ps = 0.2


def effective_density_cm3(mass):
    return 2.0 * (mass * KT / (2.0 * np.pi)) ** 1.5 / BOHR_CM**3


def mobility_cm2(mass):
    return const.e * tau_ps * 1e-12 / (mass * const.m_e) * 1e4


nc = effective_density_cm3(md)
nc_wrong = effective_density_cm3(mc)
fermi_depth = KT_EV * np.log(nc / electron_density)
fermi_depth_wrong = KT_EV * np.log(nc_wrong / electron_density)
example_density, example_tensor = transport(ML, MT,
                                            mu=-fermi_depth / HARTREE_EV)
assert close(example_density / BOHR_CM**3 / electron_density, 1.0, 1e-4)
mobility = mobility_cm2(mc)
mobility_wrong = mobility_cm2(md)
# Convert the integrated conductivity tensor directly to SI units.
atomic_time = const.hbar / (HARTREE_EV * const.e)
atomic_conductivity = const.e**2 / (const.hbar * BOHR_M)
sigma_si = (example_tensor[0, 0] * tau_ps * 1e-12 / atomic_time
            * atomic_conductivity)
resistivity = 1.0 / (electron_density * const.e * mobility)
assert close(100.0 / sigma_si / resistivity, 1.0, 1e-4)

# Degenerate contact: one-dimensional Fermi integral against the k-space sum.
contact_density = 1e20


def fermi_density(eta):
    integral = quad(lambda s: 2.0 * s**2 * expit(eta - s**2), 0.0, 9.0)[0]
    return nc * 2.0 / np.sqrt(np.pi) * integral


eta_contact = brentq(lambda eta: fermi_density(eta) - contact_density,
                     -5.0, 15.0)
check_density, _ = transport(ML, MT, mu=eta_contact * KT)
assert close(check_density / BOHR_CM**3 / contact_density, 1.0, 1e-5)
contact_boltzmann = KT_EV * np.log(contact_density / nc)

# Scale of the high-energy tail and of electron heating by the field.
tail = gammaincc(1.5, count_energy_ev / KT_EV)
rms_speed = np.sqrt(3.0 * const.k * TEMPERATURE / (mc * const.m_e)) * 100.0
low_field, high_field = 100.0, 1e4

print(f"Temperature: {TEMPERATURE:.0f} K; kT: {KT_EV:.5f} eV")
print(f"Longitudinal mass: {ML:.2f} m_e")
print(f"Transverse mass: {MT:.2f} m_e")
print(f"Density-of-states mass, formula: {md:.4f} m_e")
print(f"Density-of-states mass, k-point count: {md_counted:.4f} m_e")
print(f"Density-of-states mass, integral: {md_integrated:.4f} m_e")
print(f"k-points counted, without spin: {k_points:d}")
print(f"Counting box side: {box_nm:.0f} nm; energy: {count_energy_ev:.1f} eV")
print(f"One-valley density mass: {density_mass(ML, MT, 1):.4f} m_e")
print(f"Conductivity mass, formula: {mc:.4f} m_e")
print(f"Conductivity mass, integral: {mc_integrated:.4f} m_e")
print(f"Arithmetic mean mass (wrong): {(ML + 2 * MT) / 3:.4f} m_e")
print(f"Mass ratio m_d/m_c: {md / mc:.3f}")
print(f"Lower bound from six valleys: {bound:.3f}")
print(f"Extra factor from anisotropy: {md / mc / bound:.3f}")
print(f"[111] current tilt, x-valley pair: {pair_tilt:.1f} degrees")
print(f"tau average/tau0 for E^(-1/2): {tau_factor:.4f}")
print(f"Electron density: {electron_density:.1e} cm^-3")
print(f"Transport-averaged tau: {tau_ps:.2f} ps")
print(f"N_c with m_d: {nc:.3e} cm^-3")
print(f"N_c with m_c (wrong): {nc_wrong:.3e} cm^-3")
print(f"N_c ratio, right/wrong: {nc / nc_wrong:.2f}")
print(f"E_c-E_F with m_d: {fermi_depth:.4f} eV")
print(f"E_c-E_F with m_c (wrong): {fermi_depth_wrong:.4f} eV")
print(f"Fermi-level error: {fermi_depth - fermi_depth_wrong:.4f} eV")
print(f"Mobility with m_c: {mobility:.0f} cm2/Vs")
print(f"Mobility with m_d (wrong): {mobility_wrong:.0f} cm2/Vs")
print(f"Resistivity: {resistivity:.2f} ohm cm")
print(f"Strain splitting: {splitting_ev:.2f} eV")
print(f"Population of lower two valleys: {100 * lower_share:.1f} %")
print(f"Strained in-plane conductivity mass: {mass_in_plane:.4f} m_e")
print(f"Strained out-of-plane mass: {mass_out:.4f} m_e")
print(f"Strained density mass: {md_strained:.4f} m_e")
print(f"Alternative longitudinal mass: {ML_COLD:.2f} m_e")
print(f"Alternative parabolic m_d: {md_cold:.4f} m_e")
print(f"Alternative parabolic m_c: {mc_cold:.4f} m_e")
print(f"Nonparabolicity alpha: {alpha_per_ev:.2f} 1/eV")
for temperature, values in thermal_masses.items():
    print(f"Alternative thermal m_d, {temperature:.0f} K: {values[0]:.4f} m_e")
    print(f"Alternative thermal m_c, {temperature:.0f} K: {values[1]:.4f} m_e")
print(f"Longitudinal share of mobility: {100 * longitudinal_share:.2f} %")
print(f"Mobility loss if tau_l halves: {50 * longitudinal_share:.2f} %")
print(f"Electrons above {count_energy_ev:.1f} eV: {100 * tail:.2f} %")
print(f"Contact electron density: {contact_density:.1e} cm^-3")
print(f"Contact E_F-E_c, Fermi: {eta_contact * KT_EV:.4f} eV")
print(f"Contact E_F-E_c, Boltzmann: {contact_boltzmann:.4f} eV")
print(f"RMS thermal speed: {rms_speed:.3e} cm/s")
for field in (low_field, high_field):
    print(f"Linear drift/RMS speed at {field:.0f} V/cm: "
          f"{mobility * field / rms_speed:.4f}")
print("all assertions hold")
```

Running it gives:

```
Temperature: 300 K; kT: 0.02585 eV
Longitudinal mass: 0.98 m_e
Transverse mass: 0.19 m_e
Density-of-states mass, formula: 1.0840 m_e
Density-of-states mass, k-point count: 1.0839 m_e
Density-of-states mass, integral: 1.0840 m_e
k-points counted, without spin: 2912040
Counting box side: 330 nm; energy: 0.1 eV
One-valley density mass: 0.3283 m_e
Conductivity mass, formula: 0.2598 m_e
Conductivity mass, integral: 0.2598 m_e
Arithmetic mean mass (wrong): 0.4533 m_e
Mass ratio m_d/m_c: 4.172
Lower bound from six valleys: 3.302
Extra factor from anisotropy: 1.264
[111] current tilt, x-valley pair: 27.5 degrees
tau average/tau0 for E^(-1/2): 0.7523
Electron density: 1.0e+15 cm^-3
Transport-averaged tau: 0.20 ps
N_c with m_d: 2.832e+19 cm^-3
N_c with m_c (wrong): 3.323e+18 cm^-3
N_c ratio, right/wrong: 8.52
E_c-E_F with m_d: 0.2650 eV
E_c-E_F with m_c (wrong): 0.2096 eV
Fermi-level error: 0.0554 eV
Mobility with m_c: 1354 cm2/Vs
Mobility with m_d (wrong): 325 cm2/Vs
Resistivity: 4.61 ohm cm
Strain splitting: 0.10 eV
Population of lower two valleys: 96.0 %
Strained in-plane conductivity mass: 0.1931 m_e
Strained out-of-plane mass: 0.8399 m_e
Strained density mass: 0.5355 m_e
Alternative longitudinal mass: 0.92 m_e
Alternative parabolic m_d: 1.0614 m_e
Alternative parabolic m_c: 0.2583 m_e
Nonparabolicity alpha: 0.50 1/eV
Alternative thermal m_d, 300 K: 1.0958 m_e
Alternative thermal m_c, 300 K: 0.2749 m_e
Alternative thermal m_d, 400 K: 1.1073 m_e
Alternative thermal m_c, 400 K: 0.2804 m_e
Longitudinal share of mobility: 8.84 %
Mobility loss if tau_l halves: 4.42 %
Electrons above 0.1 eV: 5.18 %
Contact electron density: 1.0e+20 cm^-3
Contact E_F-E_c, Fermi: 0.0634 eV
Contact E_F-E_c, Boltzmann: 0.0326 eV
RMS thermal speed: 2.291e+07 cm/s
Linear drift/RMS speed at 100 V/cm: 0.0059
Linear drift/RMS speed at 10000 V/cm: 0.5909
all assertions hold
```
